# The Aharonov–Bohm Ring with Three-Arm Splitters: a numerical check

```python
# Aharonov-Bohm ring with two identical three-arm splitters.
# Result under test: the lead-to-one-arm probability eps obeys eps <= 1/2, and
#   T = eps^2 (s1^2 + s2^2 + 2 s1 s2 cos(theta)) /
#       ([(1-eps) cos(p1+p2) - a^2 cos(p1-p2) - b^2 cos(theta)]^2
#        + eps^2 sin(p1+p2)^2),
# where p1, p2 are the arm phases k*L1, k*L2; s1, s2 are their sines;
# theta = 2 pi * flux/(h/e); c = sqrt(1-2 eps); a = (c-1)/2; b = (c+1)/2.
# T is even in the flux and has period h/e.
import numpy as np
import sympy as sp
from scipy.optimize import least_squares
from scipy import constants as const

rng = np.random.default_rng(7)


def splitter_entries(eps):
    c = np.sqrt(1 - 2 * eps)
    return c, (c - 1) / 2, (c + 1) / 2


def splitter(eps):
    c, a, b = splitter_entries(eps)
    q = np.sqrt(eps)
    return np.array([[-c, q, q], [q, a, b], [q, b, a]])


def amplitude_formula(eps, p1, p2, theta):
    c, a, b = splitter_entries(eps)
    numerator = -2j * eps * (np.sin(p1) * np.exp(-0.5j * theta)
                             + np.sin(p2) * np.exp(0.5j * theta))
    denominator = (np.exp(-1j * (p1 + p2)) + c**2 * np.exp(1j * (p1 + p2))
                   - 2 * b**2 * np.cos(theta) - 2 * a**2 * np.cos(p1 - p2))
    return numerator / denominator


def transmission_formula(eps, p1, p2, theta):
    c, a, b = splitter_entries(eps)
    s1, s2 = np.sin(p1), np.sin(p2)
    top = eps**2 * (s1**2 + s2**2 + 2 * s1 * s2 * np.cos(theta))
    bracket = ((1 - eps) * np.cos(p1 + p2) - a**2 * np.cos(p1 - p2)
               - b**2 * np.cos(theta))
    return top / (bracket**2 + eps**2 * np.sin(p1 + p2)**2)


def solve_scattering(eps, p1, p2, theta):
    """Solve for all six outgoing amplitudes; return t, r and the residual."""
    junctions = np.kron(np.eye(2), splitter(eps))
    link = np.zeros((6, 6), complex)  # order: left lead, arms; right lead, arms
    link[4, 1] = np.exp(1j * (p1 + theta / 2))
    link[1, 4] = np.exp(1j * (p1 - theta / 2))
    link[5, 2] = np.exp(1j * (p2 - theta / 2))
    link[2, 5] = np.exp(1j * (p2 + theta / 2))
    matrix = np.eye(6) - junctions @ link
    source = junctions[:, 0].astype(complex)
    out = np.linalg.lstsq(matrix, source, rcond=1e-12)[0]
    return out[3], out[0], np.linalg.norm(matrix @ out - source)


def solve_lattice(eps, k, n1, n2, theta):
    """Wave equation on a lattice ring; no splitter matrix is used.

    k is the phase per bond; g is the lead hopping at each node.
    The flux phase is spread at random over all bonds (arbitrary gauge).
    """
    c = np.sqrt(1 - 2 * eps)
    g2 = 2 * (1 - c) / (1 + c)
    g = np.sqrt(g2)
    size = n1 + n2
    right = n1                       # left node is site 0
    weights = rng.random(size)
    weights /= weights.sum()
    matrix = np.diag(np.full(size, 2 * np.cos(k), complex))
    for j in range(size):            # once round the ring
        nxt = (j + 1) % size
        phase = np.exp(1j * theta * weights[j])
        matrix[nxt, j] -= phase
        matrix[j, nxt] -= np.conj(phase)
    for node in (0, right):
        matrix[node, node] = (2 + g2) * np.cos(k) - g2 * np.exp(1j * k)
    source = np.zeros(size, complex)
    source[0] = -2j * g * np.sin(k)
    psi = np.linalg.solve(matrix, source)
    return g * psi[right], g * psi[0] - 1


# --- Splitter: all real solutions at a rational coupling, eps = 4/9 ---
r_, a_, b_ = sp.symbols("r a b", real=True)
q_ = sp.Rational(2, 3)
S_ = sp.Matrix([[r_, q_, q_], [q_, a_, b_], [q_, b_, a_]])
conditions = list(S_ * S_.T - sp.eye(3))
conditions = [sp.expand(x) for x in conditions if sp.expand(x) != 0]
found = {tuple(s) for s in sp.solve(conditions, [r_, a_, b_])}
expected = set()
for total in (sp.Rational(1, 3), -sp.Rational(1, 3)):
    for difference in (1, -1):
        expected.add((-total, (total + difference) / 2,
                      (total - difference) / 2))
assert found == expected and len(found) == 4


# --- Bound: search for a unitary splitter with free complex r, a, b ---
def unitarity_defect(x, eps):
    r, a, b = x[0] + 1j * x[1], x[2] + 1j * x[3], x[4] + 1j * x[5]
    q = np.sqrt(eps)
    s = np.array([[r, q, q], [q, a, b], [q, b, a]])
    d = (s.conj().T @ s - np.eye(3)).ravel()
    return np.concatenate([d.real, d.imag])


def smallest_defect(eps):
    best = np.inf
    for _ in range(12):
        fit = least_squares(unitarity_defect, rng.normal(size=6), args=(eps,),
                            xtol=1e-13, ftol=1e-13, gtol=1e-13)
        best = min(best, np.sqrt(2 * fit.cost))
    return best


defects = {eps: smallest_defect(eps) for eps in (0.30, 0.49, 0.51, 0.70)}
assert defects[0.30] < 1e-6 and defects[0.49] < 1e-6
assert defects[0.51] > 0.01 and defects[0.70] > 0.1

# --- Node condition reproduces the splitter over the allowed range ---
for eps in (0.05, 0.3, 4 / 9, 0.5):
    c = np.sqrt(1 - 2 * eps)
    v = np.array([np.sqrt(2 * (1 - c) / (1 + c)), 1, 1])
    assert np.allclose(2 * np.outer(v, v) / (v @ v) - np.eye(3),
                       splitter(eps), atol=1e-12)

# --- Amplitude, transmission, conservation, evenness and period ---
worst_amplitude = worst_lattice = worst_period = 0.0
for _ in range(60):
    eps = rng.uniform(0.05, 0.5)
    k = rng.uniform(0.3, 2.8)
    n1, n2 = rng.integers(3, 20, size=2)
    theta = rng.uniform(0.2, 6.0)
    p1, p2 = k * n1, k * n2
    t, r, _res = solve_scattering(eps, p1, p2, theta)
    worst_amplitude = max(worst_amplitude,
                          abs(t - amplitude_formula(eps, p1, p2, theta)))
    t_lat, r_lat = solve_lattice(eps, k, n1, n2, theta)
    T_lat = abs(t_lat)**2
    worst_lattice = max(worst_lattice, abs(
        T_lat - transmission_formula(eps, p1, p2, theta)))
    assert abs(T_lat + abs(r_lat)**2 - 1) < 1e-8
    for other in (theta + 2 * np.pi, -theta):
        T_other = abs(solve_lattice(eps, k, n1, n2, other)[0])**2
        worst_period = max(worst_period, abs(T_other - T_lat))
assert worst_amplitude < 1e-8
assert worst_lattice < 1e-8
assert worst_period < 1e-8

# --- Smallest period: generic case and the exceptional phases ---
flux_phases = np.linspace(0.1, 3.0, 25)


def half_period_change(eps, p1, p2):
    return max(abs(abs(solve_scattering(eps, p1, p2, x)[0])**2
                   - abs(solve_scattering(eps, p1, p2, x + np.pi)[0])**2)
               for x in flux_phases)


assert half_period_change(0.3, 1.1, 0.7) > 0.01
assert half_period_change(0.3, np.pi, 1.2) > 0.01
assert half_period_change(0.3, 0.7, np.pi / 2) > 0.01
assert half_period_change(0.3, np.pi, np.pi / 2) < 1e-10
assert half_period_change(0.3, 3 * np.pi / 2, 2 * np.pi) < 1e-10
b_special = splitter_entries(0.3)[2]
for x in flux_phases:
    T_special = abs(solve_scattering(0.3, np.pi, np.pi / 2, x)[0])**2
    assert abs(T_special
               - 0.09 / (0.09 + b_special**4 * np.cos(x)**2)) < 1e-10
    assert abs(solve_scattering(0.3, np.pi, 2 * np.pi, x)[0]) < 1e-10

# --- Isolated points where a ring state decouples from both leads ---
for p1, p2, theta in ((np.pi, np.pi, 0.0), (np.pi, 2 * np.pi, np.pi)):
    t, r, residual = solve_scattering(0.3, p1, p2, theta)
    assert residual < 1e-10 and abs(abs(t)**2 - 1) < 1e-10

# --- Weak coupling: levels of the closed ring by diagonalization ---
sites, theta_ring, weak = 50, 1.0, 1e-3
closed = np.zeros((sites, sites), complex)
for j in range(sites):
    closed[(j + 1) % sites, j] = np.exp(1j * theta_ring / sites)
    closed[j, (j + 1) % sites] = np.exp(-1j * theta_ring / sites)
level_k = np.arccos(np.linalg.eigvalsh(closed) / 2)
T_level = [abs(solve_scattering(weak, 20 * k, 30 * k, theta_ring)[0])**2
           for k in level_k]
T_between = [abs(solve_scattering(weak, 20 * k, 30 * k, theta_ring)[0])**2
             for k in level_k + np.pi / sites]
assert min(T_level) > 1 - 1e-5 and max(T_between) < 1e-4

# --- Worked example ---
L1, L2, k_nm, spacing = 1495.0, 1505.0, 0.125, 5.0
p1, p2 = k_nm * L1, k_nm * L2
area = (L1 + L2)**2 / (4 * np.pi)                       # nm^2
flux_quantum = const.h / const.e
field_period = flux_quantum / (area * 1e-18)
G0 = 2 * const.e**2 / const.h
fractions = (0.0, 0.125, 0.25, 0.375, 0.5, 1.0)
print(f"arm lengths L1, L2 = {L1:.0f}, {L2:.0f} nm")
print(f"wave number k = {k_nm:.3f} 1/nm")
print(f"arm phases kL1, kL2 = {p1:.3f}, {p2:.3f} rad")
print(f"sin(kL1), sin(kL2) = {np.sin(p1):.5f}, {np.sin(p2):.5f} (no unit)")
print(f"cos(kL1+kL2) = {np.cos(p1 + p2):.5f} (no unit)")
print(f"sin(kL1+kL2) = {np.sin(p1 + p2):.5f} (no unit)")
print(f"cos(kL1-kL2) = {np.cos(p1 - p2):.5f} (no unit)")
print(f"ring area = {area * 1e-6:.5f} um^2")
print(f"flux quantum h/e = {flux_quantum:.6e} Wb")
print(f"field period = {field_period * 1e3:.4f} mT")
print(f"conductance unit 2e^2/h = {G0 * 1e6:.4f} uS")
for eps in (0.5, 0.1):
    c, a, b = splitter_entries(eps)
    print(f"eps = {eps:.1f}: c, a, b = {c:.5f}, {a:.5f}, {b:.5f} (no unit)")
    for f in fractions:
        theta = 2 * np.pi * f
        T = transmission_formula(eps, p1, p2, theta)
        t_lat = solve_lattice(eps, k_nm * spacing, round(L1 / spacing),
                              round(L2 / spacing), theta)[0]
        assert abs(abs(t_lat)**2 - T) < 1e-8
        print(f"eps = {eps:.1f}, flux = {f:.3f} h/e: T = {T:.5f} (no unit)")
    for f in (0.0, 0.5):
        T = transmission_formula(eps, p1, p2, 2 * np.pi * f)
        print(f"eps = {eps:.1f}, flux = {f:.1f} h/e: G = {G0*T*1e6:.3f} uS")
    samples = 1024
    grid = 2 * np.pi * np.arange(samples) / samples
    T_grid = np.array([abs(solve_scattering(eps, p1, p2, x)[0])**2
                       for x in grid])
    harmonics = np.fft.rfft(T_grid).real / samples
    print(f"eps = {eps:.1f}: flux average of T = {harmonics[0]:.5f} (no unit)")
    print(f"eps = {eps:.1f}: coefficients of cos(theta), cos(2 theta) = "
          f"{2 * harmonics[1]:.5f}, {2 * harmonics[2]:.5f} (no unit)")
for eps, defect in defects.items():
    print(f"smallest unitarity defect at eps = {eps:.2f}: {defect:.1e} (no unit)")
print(f"largest lattice-formula difference in T = {worst_lattice:.1e} (no unit)")
print(f"weak coupling eps = {weak:.3f}: lowest T at ring levels = "
      f"{min(T_level):.7f} (no unit)")
print(f"weak coupling: highest T at shifted k = {max(T_between):.1e} (no unit)")
print("finished without a failed check")
```

It prints:

```
arm lengths L1, L2 = 1495, 1505 nm
wave number k = 0.125 1/nm
arm phases kL1, kL2 = 186.875, 188.125 rad
sin(kL1), sin(kL2) = -0.99876, -0.36214 (no unit)
cos(kL1+kL2) = -0.40805 (no unit)
sin(kL1+kL2) = -0.91296 (no unit)
cos(kL1-kL2) = 0.31532 (no unit)
ring area = 0.71620 um^2
flux quantum h/e = 4.135668e-15 Wb
field period = 5.7745 mT
conductance unit 2e^2/h = 77.4809 uS
eps = 0.5: c, a, b = 0.00000, -0.50000, 0.50000 (no unit)
eps = 0.5, flux = 0.000 h/e: T = 0.94049 (no unit)
eps = 0.5, flux = 0.125 h/e: T = 0.97714 (no unit)
eps = 0.5, flux = 0.250 h/e: T = 0.97845 (no unit)
eps = 0.5, flux = 0.375 h/e: T = 0.70252 (no unit)
eps = 0.5, flux = 0.500 h/e: T = 0.48375 (no unit)
eps = 0.5, flux = 1.000 h/e: T = 0.94049 (no unit)
eps = 0.5, flux = 0.0 h/e: G = 72.870 uS
eps = 0.5, flux = 0.5 h/e: G = 37.482 uS
eps = 0.5: flux average of T = 0.84257 (no unit)
eps = 0.5: coefficients of cos(theta), cos(2 theta) = 0.21124, -0.13337 (no unit)
eps = 0.1: c, a, b = 0.89443, -0.05279, 0.94721 (no unit)
eps = 0.1, flux = 0.000 h/e: T = 0.01151 (no unit)
eps = 0.1, flux = 0.125 h/e: T = 0.01618 (no unit)
eps = 0.1, flux = 0.250 h/e: T = 0.07846 (no unit)
eps = 0.1, flux = 0.375 h/e: T = 0.07788 (no unit)
eps = 0.1, flux = 0.500 h/e: T = 0.01406 (no unit)
eps = 0.1, flux = 1.000 h/e: T = 0.01151 (no unit)
eps = 0.1, flux = 0.0 h/e: G = 0.892 uS
eps = 0.1, flux = 0.5 h/e: G = 1.089 uS
eps = 0.1: flux average of T = 0.11075 (no unit)
eps = 0.1: coefficients of cos(theta), cos(2 theta) = -0.07379, -0.12349 (no unit)
smallest unitarity defect at eps = 0.30: 2.0e-16 (no unit)
smallest unitarity defect at eps = 0.49: 2.5e-17 (no unit)
smallest unitarity defect at eps = 0.51: 2.8e-02 (no unit)
smallest unitarity defect at eps = 0.70: 5.7e-01 (no unit)
largest lattice-formula difference in T = 7.3e-15 (no unit)
weak coupling eps = 0.001: lowest T at ring levels = 0.9999998 (no unit)
weak coupling: highest T at shifted k = 2.0e-06 (no unit)
finished without a failed check
```
